# Blocking temperature of an antiferromagnetic grain: barrier, attempts and waiting time: test program

```python
"""
Result under test: blocking temperature of an antiferromagnetic grain,
    T_B = K V / (k_B ln(f0 t)),   V = pi D^2 d / 4.
K anisotropy density, D diameter, d thickness, f0 attempt rate, t waiting time.
Blocking: a fraction 1/e of grains has made no reversal after the time t.
K is the value at T_B (or constant), reversal is coherent, the grain isolated.
SI units inside the program. Material values marked 'rough' are typical
magnitudes for an IrMn pinning layer, used to size neglected effects.
"""
import numpy as np
from scipy.constants import k as k_B, hbar, e as charge, pi
from scipy.integrate import quad
from scipy.linalg import expm, eigh
from scipy.optimize import brentq
from scipy.special import dawsn, jnp_zeros

D, d, K = 8e-9, 6e-9, 0.5e6
f0, t = 1e9, 100.0
T_room = 300.0
ten_years = 10 * 365.25 * 86400
T_neel, J, A_ex = 700.0, 0.2e-3, 1e-11      # rough
f_fast, f_res = 1e12, 1e12                  # rough


def volume(diameter):
    return pi * diameter**2 * d / 4


def T_block(barrier, rate=f0, time=t, survival=np.exp(-1)):
    return barrier / (k_B * np.log(rate * time / np.log(1 / survival)))


def T_attempts(barrier, rate=f0, time=t, survival=np.exp(-1)):
    """Root of the survival after rate*time independent attempts."""
    def excess(T):
        p = np.exp(-barrier / (k_B * T))
        return np.exp(rate * time * np.log1p(-p)) - survival
    return brentq(excess, 100, 1500, xtol=1e-9)


# Volume from chords of the disc, barrier from the energy landscape
V = volume(D)
half_chord_nm = lambda x: np.sqrt(max(16.0 - x * x, 0.0))
V_quad = 2 * quad(half_chord_nm, -4, 4)[0] * 6 * 1e-27
assert abs(V_quad / V - 1) < 1e-6
barrier = K * V
theta = np.linspace(0, pi, 200001)
area = pi * D**2 / 4
h = J / (2 * K * d)
plain = K * V_quad * np.sin(theta)**2
assert abs((plain.max() - plain[0]) / barrier - 1) < 1e-6
coupled = barrier * np.sin(theta)**2 - J * area * np.cos(theta)
barrier_with = barrier * (1 + h)**2
barrier_against = barrier * (1 - h)**2
assert abs((coupled.max() - coupled[0]) / barrier_with - 1) < 1e-7
assert abs((coupled.max() - coupled[-1]) / barrier_against - 1) < 1e-7

# Blocking temperatures against explicit attempt statistics
T_B = T_block(barrier)
cases = [(barrier, f0, t, np.exp(-1)), (barrier, f0, t, 0.9),
         (barrier, f0, t, 0.1), (barrier, f_fast, t, np.exp(-1)),
         (barrier, f0, ten_years, np.exp(-1)),
         (barrier_with, f0, t, np.exp(-1)),
         (barrier_against, f0, t, np.exp(-1))]
for case in cases:
    assert abs(T_block(*case) - T_attempts(*case)) < 1e-4
assert abs(T_B - 431) < 0.5
T_90, T_10, T_fast, T_10y, T_with, T_against = [
    T_block(*case) for case in cases[1:]]

# Return jumps: decay of the population difference of two wells
def order_excess(T):
    r = f0 * np.exp(-barrier / (k_B * T))
    P = expm(np.array([[-r, r], [r, -r]]) * t) @ np.array([1.0, 0.0])
    return P[0] - P[1] - np.exp(-1)


T_return = barrier / (k_B * np.log(2 * f0 * t))
assert abs(brentq(order_excess, 300, 500) - T_return) < 1e-4

# Diffusion on a sphere: mean pole-to-equator time times exp(-sigma)
def scaled_passage(sigma):
    root = np.sqrt(sigma)

    def integrand(x):
        inner = dawsn(root) - np.exp(sigma * (x*x - 1)) * dawsn(root * x)
        return np.exp(-sigma * x * x) * inner / (root * (1 - x * x))
    return quad(integrand, 0, 1, limit=200)[0]


for sigma in (15.0, 25.0, 40.0):
    ratio = scaled_passage(sigma) * 4 * sigma**1.5 / np.sqrt(pi)
    # the next term of the large-barrier series is of order 1/sigma^2
    assert abs(ratio - 1 - 1 / sigma) < 3 / sigma**2
sigma_B = barrier / (k_B * T_B)
sigma_room = barrier / (k_B * T_room)
prefactor_change = scaled_passage(sigma_B) / scaled_passage(sigma_room)
# corrections of order 1/sigma differ by about 0.01 between the two
assert abs(prefactor_change / (sigma_room / sigma_B)**1.5 - 1) < 0.03

# Retention at room temperature and the diameter for ten years
tau_room = np.exp(sigma_room) / f0
assert abs(T_attempts(barrier, time=tau_room) - T_room) < 1e-4
D_10y = np.sqrt(4 * k_B * T_room * np.log(f0 * ten_years) / (pi * d * K))
assert abs(T_attempts(K * volume(D_10y), time=ten_years) - T_room) < 1e-4
T_small = T_block(K * volume(D - 1e-9))
T_large = T_block(K * volume(D + 1e-9))
assert abs(T_attempts(K * volume(D - 1e-9)) - T_small) < 1e-4
assert abs(T_attempts(K * volume(D + 1e-9)) - T_large) < 1e-4

# Equilibrium order of a coupled grain: Boltzmann integral over the sphere
b = J * area / (k_B * T_B)
weight = lambda x: np.exp(sigma_B * (x * x - 1) + b * x)
up, down = quad(weight, 0, 1)[0], quad(weight, -1, 0)[0]
order_sphere = (up - down) / (up + down)
order_two_state = np.tanh(b)
# the two-state form neglects the different widths of the wells
assert abs(order_sphere - order_two_state) < 0.01

# Anisotropy quoted at 300 K and falling linearly to zero at T_neel
def T_falling(T_const):
    return T_const / (1 - T_room / T_neel + T_const / T_neel)


def T_falling_root(rate):
    def excess(T):
        K_T = K * (1 - T / T_neel) / (1 - T_room / T_neel)
        return K_T * V / (k_B * T) - np.log(rate * t)
    return brentq(excess, 100, 699)


T_fall, T_fall_fast = T_falling(T_B), T_falling(T_fast)
assert abs(T_fall - T_falling_root(f0)) < 1e-6
assert abs(T_fall_fast - T_falling_root(f_fast)) < 1e-6
K_at_fall = K * (1 - T_fall / T_neel) / (1 - T_room / T_neel)

# Lowest nonuniform mode of a free disc of unit radius (one nodal line)
n = 300
step = 1 / n
r = (np.arange(n) + 0.5) * step
stiff = np.diag(step / r)
for i in range(n - 1):
    link = (i + 1) * step / step
    stiff[i, i] += link
    stiff[i + 1, i + 1] += link
    stiff[i, i + 1] -= link
    stiff[i + 1, i] -= link
k2_disc = eigh(stiff, np.diag(step * r), eigvals_only=True,
               subset_by_index=[0, 0])[0]
mode_root = jnp_zeros(1, 1)[0]
assert abs(np.sqrt(k2_disc) / mode_root - 1) < 1e-3
D_crit = 2 * mode_root * np.sqrt(A_ex / K)
hessian = lambda diam: A_ex * k2_disc / (diam / 2)**2 - K
assert hessian(D) > 0 and hessian(0.99 * D_crit) > 0
assert hessian(1.01 * D_crit) < 0
assert A_ex * (pi / d)**2 > K       # mode across the thickness is stable

# Tunnelling crossover for equal well and barrier frequencies
T_tunnel = hbar * 2 * pi * f_res / (2 * pi * k_B)
assert T_tunnel < 0.1 * T_B


def show(label, value, unit="", form=".1f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Diameter", D * 1e9, "nm")
show("Thickness", d * 1e9, "nm")
show("Anisotropy", K / 1e6, "MJ/m3", ".2f")
show("Attempt rate", f0 / 1e9, "GHz")
show("Waiting time", t, "s")
show("Grain volume", V * 1e27, "nm3")
show("Barrier KV", barrier, "J", ".4e")
show("Barrier KV", barrier / charge, "eV", ".4f")
show("ln(f0 t)", np.log(f0 * t), "", ".3f")
show("Blocking temperature T_B", T_B, "K")
show("T_B in Celsius", T_B - 273.15, "C")
show("T for 90 % unreversed", T_90, "K")
show("T for 10 % unreversed", T_10, "K")
show("T_B with return jumps counted", T_return, "K")
show("KV/kT at 300 K", sigma_room, "", ".2f")
show("Mean waiting time at 300 K", tau_room, "s", ".2e")
show("Mean waiting time at 300 K", tau_room / 86400, "days", ".0f")
show("T_B for ten years", T_10y, "K")
show("Diameter for ten years at 300 K", D_10y * 1e9, "nm", ".2f")
show("T_B at 7 nm diameter", T_small, "K")
show("T_B at 9 nm diameter", T_large, "K")
show("Diffusion prefactor, 300 K over T_B", prefactor_change, "", ".2f")
show("Rough fast attempt rate", f_fast / 1e12, "THz")
show("T_B at fast attempt rate", T_fast, "K")
show("Rough Neel temperature", T_neel, "K", ".0f")
show("T_B, K quoted at 300 K and falling", T_fall, "K")
show("Anisotropy at that T_B", K_at_fall / 1e6, "MJ/m3", ".3f")
show("T_B, falling K and fast attempts", T_fall_fast, "K")
show("Rough interface coupling J", J * 1e3, "mJ/m2", ".2f")
show("Reduced coupling h", h, "", ".4f")
show("T_B leaving the favoured state", T_with, "K")
show("T_B leaving the unfavoured state", T_against, "K")
show("J A / kT at T_B", b, "", ".3f")
show("Equilibrium order, two-state", order_two_state, "", ".3f")
show("Equilibrium order, sphere integral", order_sphere, "", ".3f")
show("Rough exchange stiffness", A_ex * 1e12, "pJ/m")
show("Disc mode root", mode_root, "", ".4f")
show("Critical diameter for coherence", D_crit * 1e9, "nm")
show("Rough resonance frequency", f_res / 1e12, "THz")
show("Tunnelling crossover", T_tunnel, "K")
print("tests ok")
```

Printed output:

```
Diameter: 8.0 nm
Thickness: 6.0 nm
Anisotropy: 0.50 MJ/m3
Attempt rate: 1.0 GHz
Waiting time: 100.0 s
Grain volume: 301.6 nm3
Barrier KV: 1.5080e-19 J
Barrier KV: 0.9412 eV
ln(f0 t): 25.328
Blocking temperature T_B: 431.2 K
T_B in Celsius: 158.1 C
T for 90 % unreversed: 396.0 K
T for 10 % unreversed: 445.9 K
T_B with return jumps counted: 419.7 K
KV/kT at 300 K: 36.41
Mean waiting time at 300 K: 6.48e+06 s
Mean waiting time at 300 K: 75 days
T_B for ten years: 271.1 K
Diameter for ten years at 300 K: 8.42 nm
T_B at 7 nm diameter: 330.2 K
T_B at 9 nm diameter: 545.8 K
Diffusion prefactor, 300 K over T_B: 1.75
Rough fast attempt rate: 1.0 THz
T_B at fast attempt rate: 338.8 K
Rough Neel temperature: 700 K
T_B, K quoted at 300 K and falling: 363.1 K
Anisotropy at that T_B: 0.421 MJ/m3
T_B, falling K and fast attempts: 321.0 K
Rough interface coupling J: 0.20 mJ/m2
Reduced coupling h: 0.0333
T_B leaving the favoured state: 460.4 K
T_B leaving the unfavoured state: 403.0 K
J A / kT at T_B: 1.689
Equilibrium order, two-state: 0.934
Equilibrium order, sphere integral: 0.929
Rough exchange stiffness: 10.0 pJ/m
Disc mode root: 1.8412
Critical diameter for coherence: 16.5 nm
Rough resonance frequency: 1.0 THz
Tunnelling crossover: 7.6 K
tests ok
```
